# Equal onsite and intersite band energies do not make forces consistent: verification in Python

```python
# Onsite versus intersite band energy in truncated tight binding (eV, angstrom).
# H: orthogonal real TB matrix, H_ii = eps_i. rho: spin-summed density matrix.
# U_on = sum_i int 2 E f n_i dE from L-level Lanczos chains (nodes th, weights w),
# U_int[rho] = Tr(H rho), A = Omega + mu N = U_on - TS, force F_k = -Tr(rho dH/dR_k).
# Claims tested: rho_der = dA/dH gives U_int = U_on (scale-covariant truncation) and
# F = -grad A; Krylov columns give U_int = U_on site by site but wrong, non-conservative
# forces; bonding-antibonding chains fail both; for a frozen Chebyshev window (a, b)
# U_on - Tr(H rho_der) = a dOmega/da + b dOmega/db.
import numpy as np
from numpy.polynomial import Polynomial
from scipy.optimize import brentq
from scipy.special import expit, entr
from scipy.constants import physical_constants as pc

HA = pc['Hartree energy in eV'][0]
BOHR = pc['Bohr radius'][0] * 1e10
d, u, h0, q, de, NE, kT, mpow = 2.5, 0.1, 1.0, 4.0, 0.5, 14.0, 0.25, 4
n, L0, atom, rad = 18, 3, 1, 0.2
k = np.arange(n)
grid = np.stack([k % 3, (k // 3) % 3, k // 9], 1)
R0 = d * grid + u * np.sin(np.outer(k + 1, [1, 2, 3]))
eps0 = np.where(grid.sum(1) % 2 == 0, -de, de)
I = np.eye(n)
occ = lambda E, mu: 2 * expit(-(E - mu) / kT)
omega = lambda E, mu: -2 * kT * np.logaddexp(0, -(E - mu) / kT)

def build(R, eps=eps0, power=False):
    D = R[:, None] - R[None]
    r = np.linalg.norm(D, axis=2) + d * I
    h = -h0 * (d / r) ** mpow if power else -h0 * np.exp(-q * (r / d - 1))
    dh = -mpow * h / r if power else -q * h / d
    return h * (1 - I) + np.diag(eps), (dh / r)[:, :, None] * D

def force(rho, G):
    return -np.einsum('ij,ijx->ix', rho + rho.T, G)

def lanczos(H, v, L):
    K = np.zeros((n, L)); K[:, 0] = v; a, b = [], []
    for m in range(L):
        w = H @ K[:, m]; a.append(K[:, m] @ w)
        for _ in range(2):
            w = w - K[:, :m + 1] @ (K[:, :m + 1].T @ w)
        beta = np.linalg.norm(w)
        if m == L - 1 or beta < 1e-11:
            break
        b.append(beta); K[:, m + 1] = w / beta
    th, Z = np.linalg.eigh(np.diag(a) + np.diag(b, 1) + np.diag(b, -1))
    return th, Z, K[:, :len(a)], np.array(b + [beta])

def thermo(ths, ws):
    th, w = np.concatenate(ths), np.concatenate(ws)
    mu = brentq(lambda m: w @ occ(th, m) - NE, -40, 40, xtol=1e-14)
    f = occ(th, mu) / 2
    return dict(mu=mu, A=w @ omega(th, mu) + mu * NE, TS=2 * kT * w @ (entr(f) + entr(1 - f)),
                Ni=np.array([y @ occ(x, mu) for x, y in zip(ths, ws)]),
                Ui=np.array([y @ (x * occ(x, mu)) for x, y in zip(ths, ws)]))

def onsite(H, L):
    ch = [lanczos(H, I[i], L) for i in range(n)]
    s = thermo([c[0] for c in ch], [c[1][0] ** 2 for c in ch])
    s['ch'] = ch; s['U'] = s['Ui'].sum()
    return s

def exact(H):
    E, V = np.linalg.eigh(H)
    s = thermo([E] * n, list(V ** 2))
    s['rho'] = (V * occ(E, s['mu'])) @ V.T; s['U'] = s['Ui'].sum()
    return s

def rho_krylov(s):
    return np.array([K @ (Z @ (occ(th, s['mu']) * Z[0])) for th, Z, K, _ in s['ch']]).T

def rho_bonding(H, L, s, rows=range(n)):
    rho = np.diag(s['Ni'])
    for i, j in {(min(i, j), max(i, j)) for i in rows for j in range(n) if i != j}:
        N = []
        for sg in (1, -1):
            th, Z, _, _ = lanczos(H, (I[i] + sg * I[j]) / np.sqrt(2), L)
            N.append(Z[0] ** 2 @ occ(th, s['mu']))
        rho[i, j] = rho[j, i] = (N[0] - N[1]) / 2
    return rho

def rho_der(H, s, sc=5.0):
    rho = np.zeros((n, n))
    for i, c in enumerate(s['ch']):
        x = c[0] / sc; p = np.arange(2 * len(x))
        V = np.vstack([x[:, None] ** p, p * x[:, None] ** np.maximum(p - 1, 0)])
        co = np.linalg.solve(V, np.concatenate([omega(c[0], s['mu']), sc * occ(c[0], s['mu'])]))
        v = [I[i]]
        for _ in p[1:]:
            v.append(H @ v[-1] / sc)
        for pp in p[1:]:
            for qq in range(pp):
                rho += co[pp] / sc * np.outer(v[qq], v[pp - 1 - qq])
    return rho

def fd_force(fun, R, h=1e-4):
    FA, FU = np.zeros((n, 3)), np.zeros((n, 3))
    for i in range(n):
        for x in range(3):
            dR = np.zeros((n, 3)); dR[i, x] = h
            sp, sm = fun(build(R + dR)[0]), fun(build(R - dR)[0])
            FA[i, x] = -(sp['A'] - sm['A']) / (2 * h); FU[i, x] = -(sp['U'] - sm['U']) / (2 * h)
    return FA, FU

mx = lambda z: np.abs(z).max()
tr = lambda A, B: np.sum(A * B.T)
vec = lambda z: ' '.join('%9.5f' % y for y in z)
H, G = build(R0)
print('n=%d sites, d=%.2f A, u=%.2f A, h0=%.2f eV, q=%.1f' % (n, d, u, h0, q))
print('eps=-/+%.2f eV, N=%.0f electrons, kT=%.2f eV' % (de, NE, kT))
ex = exact(H); spec = np.linalg.eigvalsh(H)
assert mx(np.sum(H * ex['rho'].T, 1) - ex['Ui']) < 1e-10
assert mx(fd_force(exact, R0)[0] - force(ex['rho'], G)) < 1e-6
print('spectrum %.4f .. %.4f eV' % (spec[0], spec[-1]))
print('exact: mu=%.5f U=%.5f A=%.5f eV' % (ex['mu'], ex['U'], ex['A']))

print('L | U_on | U_int-U_on: bond, Krylov, der (eV) | max|F+gradA|: bond, Krylov (eV/A)')
for L in range(1, 6):
    s = onsite(H, L); rb, rk, rd = rho_bonding(H, L, s), rho_krylov(s), rho_der(H, s)
    assert abs(s['A'] - (s['U'] - s['TS'])) < 1e-9
    assert mx(np.sum(H * rk.T, 1) - s['Ui']) < 1e-10 and mx(np.diag(rk) - s['Ni']) < 1e-10
    assert abs(tr(H, rd) - s['U']) < 1e-7 and abs(np.trace(rd) - NE) < 1e-7
    Fb, Fk, Fd = force(rb, G), force(rk, G), force(rd, G)
    if L == 1:
        eb = (eps0[:, None] + eps0[None]) / 2
        closed = (occ(eb + H, s['mu']) - occ(eb - H, s['mu'])) / 2
        assert mx((closed - rb) * (1 - I)) < 1e-10 and abs(s['U'] - eps0 @ s['Ni']) < 1e-10
        assert tr(H, rb) - s['U'] < -1.0
    if L in (2, 3, 4):
        FA, FU = fd_force(lambda M: onsite(M, L), R0)
        assert mx(FA - Fd) < 1e-6
        assert mx(FA - Fk) > 1e-4 and mx(FA - Fb) > 1e-4 and mx(FU - Fd) > 1e-4
        assert abs(tr(H, rb) - s['U']) > 1e-4
    if L == L0:
        keep = (s, rb, rk, rd, Fb, Fk, Fd, FA, FU)
    print('%d | %.5f | %.5f %.1e %.1e | %.5f %.5f' % (L, s['U'], tr(H, rb) - s['U'],
          tr(H, rk) - s['U'], tr(H, rd) - s['U'], mx(Fb - Fd), mx(Fk - Fd)))
s = onsite(H, n)
errs = [abs(s['U'] - ex['U']), mx(rho_bonding(H, n, s) - ex['rho']), mx(rho_krylov(s) - ex['rho'])]
assert max(errs) < 1e-8
print('L=n errors: U %.1e eV, rho bond %.1e, rho Krylov %.1e' % tuple(errs))

s, rb, rk, rd, Fb, Fk, Fd, FA, FU = keep
for i, (th, Z, _, b) in enumerate(s['ch']):
    for p in range(2 * L0 + 1):
        gap = np.linalg.matrix_power(H, p)[i, i] - Z[0] ** 2 @ th ** p
        assert abs(gap - (np.prod(b ** 2) if p == 2 * L0 else 0)) < 1e-8
for j in range(n):
    dH = np.zeros((n, n)); dH[atom, j] = dH[j, atom] = 1e-4
    fd = (onsite(H + dH, L0)['A'] - onsite(H - dH, L0)['A']) / 2e-4
    assert abs(fd - (1 if j == atom else 2) * rd[atom, j]) < 1e-6
assert mx(np.diag(rd) - s['Ni']) > 1e-4 and mx(np.sum(H * rd, 1) - s['Ui']) > 1e-4
assert abs(eps0 @ (s['Ni'] - np.diag(rd))) > 1e-5
th, Z, _, b = s['ch'][atom]
print('--- L=%d, atom %d ---' % (L0, atom))
print('nodes (eV)', vec(th)); print('weights', vec(Z[0] ** 2)); print('b1..bL (eV)', vec(b))
print('mu=%.5f U_on=%.5f TS=%.5f A=%.5f eV' % (s['mu'], s['U'], s['TS'], s['A']))
print('U_int bond, Krylov, der (eV)', vec([tr(H, rb), tr(H, rk), tr(H, rd)]))
print('U_on=%.6f Ha, bond mismatch=%.6f Ha' % (s['U'] / HA, (tr(H, rb) - s['U']) / HA))
print('N_i=%.5f, rho_der_ii=%.5f electrons' % (s['Ni'][atom], rd[atom, atom]))
print('site energy onsite %.5f, from rho_der %.5f eV' % (s['Ui'][atom], H[atom] @ rd[atom]))
print('bond energy onsite %.5f, from rho_der %.5f eV' % (s['U'] - eps0 @ s['Ni'], tr(H * (1 - I), rd)))
print('H_10=%.5f eV; Theta_10 exact, bond, Krylov sym, der' % H[1, 0])
print('   ', vec([ex['rho'][1, 0], rb[1, 0], (rk[1, 0] + rk[0, 1]) / 2, rd[1, 0]]))
for name, F in (('-grad A fd', FA), ('der', Fd), ('Krylov', Fk), ('bond', Fb),
                ('-grad U fd', FU), ('exact', force(ex['rho'], G))):
    print('F %-10s (eV/A)' % name, vec(F[atom]))
print('max|F_Krylov+gradA| = %.6f Ha/bohr' % (mx(Fk - FA) * BOHR / HA))
print('|sum F| bond %.1e, Krylov %.1e eV/A' % (mx(Fb.sum(0)), mx(Fk.sum(0))))

npt = 32; dW = np.zeros((npt, 3))
for t in range(npt):
    ph = 2 * np.pi * t / npt; R = R0.copy()
    R[atom] += rad * np.array([0, np.cos(ph), np.sin(ph)])
    Hl, Gl = build(R); sl = onsite(Hl, L0)
    tang = rad * np.array([0, -np.sin(ph), np.cos(ph)])
    dW[t] = [force(r_, Gl)[atom] @ tang for r_ in
             (rho_der(Hl, sl), rho_krylov(sl), rho_bonding(Hl, L0, sl, [atom]))]
W, Wh = 2 * np.pi * dW.mean(0), 2 * np.pi * dW[::2].mean(0)
assert abs(W[0]) < 1e-7 and min(abs(W[1]), abs(W[2])) > 1e-5 and mx(W - Wh) < 2e-6
print('loop radius %.2f A, work der %.1e, Krylov %.6f, bond %.6f eV' % (rad, *W))

zero = np.zeros(n); Hp, Gp = build(R0, zero, True); sp = onsite(Hp, L0)
Asc = lambda lam: onsite(build(R0 * lam, zero, True)[0], L0)['A']
vir = -(Asc(1 + 1e-5) - Asc(1 - 1e-5)) / 2e-5
Fpk, Fpb = force(rho_krylov(sp), Gp), force(rho_bonding(Hp, L0, sp), Gp)
ferr = mx(Fpk - force(rho_der(Hp, sp), Gp))
assert abs(vir - np.sum(R0 * Fpk)) < 1e-5 and abs(vir - mpow * sp['U']) < 1e-5
assert abs(vir - np.sum(R0 * Fpb)) > 1e-3 and ferr > 1e-4
print('--- power law m=%d, eps=0 ---' % mpow)
print('U_on=%.5f eV; virial fd, Krylov, bond (eV)' % sp['U'], vec([vir, np.sum(R0 * Fpk), np.sum(R0 * Fpb)]))
print('max Krylov force error %.5f eV/A' % ferr)

Mc, mu, cw = 2 * L0 - 1, ex['mu'], 1.5
ang = np.pi * np.arange(1, 401) / 401
def coeffs(g, a, b):
    val = g(a + 2 * b * np.cos(ang)) * np.sin(ang)
    return np.array([2 / 401 * val @ np.sin((m + 1) * ang) for m in range(Mc + 1)])
def cheb_trace(g, M, a, b):
    X = (M - a * I) / (2 * b); Um = [I, 2 * X]
    while len(Um) <= Mc:
        Um.append(2 * X @ Um[-1] - Um[-2])
    return coeffs(g, a, b) @ np.array([np.trace(y) for y in Um])
om = lambda E: omega(E, mu)
def frozen(a, b):
    assert a - 2 * b < spec[0] and spec[-1] < a + 2 * b
    P = [Polynomial([1.0]), Polynomial([0.0, 2.0])]
    while len(P) <= Mc:
        P.append(P[1] * P[-1] - P[-2])
    pol = sum((float(c) * y for c, y in zip(coeffs(om, a, b), P)), Polynomial([0.0]))
    E, V = np.linalg.eigh(H); h = 1e-4
    rho = (V * (pol.deriv()((E - a) / (2 * b)) / (2 * b))) @ V.T
    da = (cheb_trace(om, H, a + h, b) - cheb_trace(om, H, a - h, b)) / (2 * h)
    db = (cheb_trace(om, H, a, b + h) - cheb_trace(om, H, a, b - h)) / (2 * h)
    U = cheb_trace(lambda E: E * occ(E, mu), H, a, b); N = cheb_trace(lambda E: occ(E, mu), H, a, b)
    assert abs(U - tr(H, rho) - a * da - b * db) < 1e-5 and abs(N - np.trace(rho) - da) < 1e-5
    assert abs(U - tr(H, rho)) > 1e-3
    return rho, da, db, U, N
def window(M):
    a = np.trace(M) / n
    return a, cw * np.sqrt(np.sum((M - a * I) ** 2) / n)
print('--- Chebyshev, moments to order %d, mu exact ---' % Mc)
for a, b in ((-0.5, 3.0), window(H)):
    rho, da, db, U, N = frozen(a, b)
    print('a=%.4f b=%.4f eV: U_on=%.5f, frozen Tr(H rho)=%.5f eV' % (a, b, U, tr(H, rho)))
    print('  dO/da=%.5f dO/db=%.5f, a dO/da+b dO/db=%.5f eV' % (da, db, a * da + b * db))
    print('  N_on=%.5f, Tr rho=%.5f electrons' % (N, np.trace(rho)))
full = rho + da * I / n + db * cw ** 2 * (H - a * I) / (n * b)
Dm = np.cos(np.add.outer(k, k) + np.outer(k, k))
Oc = lambda M: cheb_trace(om, M, *window(M))
assert abs((Oc(H + 1e-5 * Dm) - Oc(H - 1e-5 * Dm)) / 2e-5 - tr(Dm, full)) < 1e-5
assert abs(tr(H, full) - U) < 1e-5 and abs(np.trace(full) - N) < 1e-5
print('window a=TrH/n, b=%.1f*rms differentiated through:' % cw)
print('  Tr(H rho)=%.5f eV, Tr rho=%.5f electrons' % (tr(H, full), np.trace(full)))
print('verified')
```

Output:

```
n=18 sites, d=2.50 A, u=0.10 A, h0=1.00 eV, q=4.0
eps=-/+0.50 eV, N=14 electrons, kT=0.25 eV
spectrum -4.9151 .. 3.0259 eV
exact: mu=-0.51180 U=-29.04671 A=-30.44413 eV
L | U_on | U_int-U_on: bond, Krylov, der (eV) | max|F+gradA|: bond, Krylov (eV/A)
1 | -6.14871 | -65.76277 -8.9e-16 -8.9e-16 | 4.00973 0.00000
2 | -32.84015 | 4.88719 0.0e+00 -1.4e-14 | 0.34073 0.54743
3 | -25.99618 | -15.17215 -7.1e-15 -1.1e-14 | 1.16003 0.32763
4 | -30.24812 | 3.87420 3.6e-15 3.6e-15 | 0.50245 0.33093
5 | -28.37061 | -3.83724 -7.1e-15 -6.4e-14 | 0.25671 0.20740
L=n errors: U 1.8e-14 eV, rho bond 1.4e-15, rho Krylov 1.8e-15
--- L=3, atom 1 ---
nodes (eV)  -4.30070  -0.18924   2.13598
weights   0.10770   0.40545   0.48685
b1..bL (eV)   1.99443   2.25557   2.43267
mu=-0.62127 U_on=-25.99618 TS=2.42405 A=-28.42023 eV
U_int bond, Krylov, der (eV) -41.16833 -25.99618 -25.99618
U_on=-0.955342 Ha, bond mismatch=-0.557566 Ha
N_i=0.33772, rho_der_ii=0.41314 electrons
site energy onsite -0.94948, from rho_der -1.02076 eV
bond energy onsite -22.72255, from rho_der -23.01286 eV
H_10=-0.97994 eV; Theta_10 exact, bond, Krylov sym, der
      0.36265   0.54275   0.31919   0.29554
F -grad A fd (eV/A)   0.47226   0.96294   0.68108
F der        (eV/A)   0.47226   0.96294   0.68108
F Krylov     (eV/A)   0.28643   1.10884   0.85635
F bond       (eV/A)   0.32693   1.80863   1.29373
F -grad U fd (eV/A)   0.55380   0.94874   0.59577
F exact      (eV/A)   0.45445   1.17083   0.81512
max|F_Krylov+gradA| = 0.006371 Ha/bohr
|sum F| bond 2.7e-15, Krylov 1.1e-15 eV/A
loop radius 0.20 A, work der -2.2e-16, Krylov -0.007258, bond -0.068591 eV
--- power law m=4, eps=0 ---
U_on=-24.80663 eV; virial fd, Krylov, bond (eV) -99.22652 -99.22652 -155.03145
max Krylov force error 0.21230 eV/A
--- Chebyshev, moments to order 5, mu exact ---
a=-0.5000 b=3.0000 eV: U_on=-28.46066, frozen Tr(H rho)=-29.44185 eV
  dO/da=-0.19911 dO/db=0.29388, a dO/da+b dO/db=0.98119 eV
  N_on=12.91366, Tr rho=13.11277 electrons
a=0.0000 b=3.0762 eV: U_on=-28.63410, frozen Tr(H rho)=-28.06803 eV
  dO/da=-0.16200 dO/db=-0.18401, a dO/da+b dO/db=-0.56607 eV
  N_on=12.99237, Tr rho=13.15437 electrons
window a=TrH/n, b=1.5*rms differentiated through:
  Tr(H rho)=-28.63410 eV, Tr rho=12.99237 electrons
verified
```
